\section*{Multilayer mirror phase over a cone: separating the correctable wavefront}

\section{What symmetry fixes}

A flat, laterally uniform coating of isotropic layers has no preferred azimuth. Its reflection coefficient for a given polarization is dimensionless, so it depends on the layer permittivities $\varepsilon_j$, the products $kd_j$ of wavenumber and layer thickness, and $\mu=\cos\theta$, where $\theta$ is the incidence angle. The phase over the pupil is therefore a function of one variable, $\phi(\mu)$, and the path added by the coating is $W=\phi/k$.

Let the mirror be tilted by $\theta_0$ in a cone of half-angle $\alpha$, with $a=\sin\alpha$. Unit-disc coordinates $(x,y)$ label rays with direction $(ax,ay,\sqrt{1-a^2\rho^2})$ in the chief-ray frame, $\rho^2=x^2+y^2$. Projection on the mirror normal gives
\begin{equation}
\mu=\mu_0\sqrt{1-a^2\rho^2}-asx,\qquad \mu_0=\cos\theta_0,\quad s=\sin\theta_0 .
\label{map}
\end{equation}
This is even in $y$, so $\phi$ contains no $y$ tilt. Reversing both $s$ and $x$ changes nothing, so terms odd in $x$ carry odd powers of $s$. At $\theta_0=0$ the phase $\phi$ depends on $\rho^2$ alone: it can contain defocus and spherical aberration, but no tilt, coma or astigmatism. These rules are for the scalar phase. Linearly polarized light mixes s and p differently around the pupil, and can acquire astigmatism even at $\theta_0=0$.

The task is to compute $\phi(\mu)$, remove piston, tilt and defocus, and report the rest. ``Uncorrectable'' here means uncorrectable by these terms. Another compensator, or the figure of a mirror, may remove part of the remainder. The pupil of the mirror is assumed to map linearly onto the exit pupil.

\section{Reflection coefficient}

In atomic units $k=\omega/c$, with $c$ the inverse fine-structure constant. The time factor is $e^{-i\omega t}$, so absorbing media have $\operatorname{Im}\varepsilon>0$ and a larger $\arg r$ means a longer path. Depth $z$ increases into the mirror, whose surface is at $z=0$. The tangential wavenumber $k\sin\theta$ is conserved. For s polarization $u$ is the tangential electric field, and Maxwell's equations for nonmagnetic layers give
\begin{equation}
u''+(k^2\varepsilon-k^2\sin^2\theta)u
=u''+(q^2+k^2\chi)u=0,
\label{wave}
\end{equation}
with $q=k\mu$ and $\chi=\varepsilon-1$. For p polarization $u$ is the tangential magnetic field and $(u'/\varepsilon)'+(k^2-k^2\sin^2\theta/\varepsilon)u=0$. The continuous quantities are $u$ and $u'/m$, with $m=1$ for s and $m=\varepsilon$ for p.

In layer $j$ put $q_j=k\sqrt{\chi_j+\mu^2}$ with $\operatorname{Im}q_j\ge0$, and $g_j=q_j/m_j$. Let $r_j$ be the ratio of upward to downward amplitude at the bottom of layer $j$. At the top of the next layer the ratio is
\begin{equation}
R=r_{j+1}e^{2iq_{j+1}d_{j+1}},
\end{equation}
because the downward wave gains $e^{iq_{j+1}d_{j+1}}$ across that layer and the upward wave gains the same factor on return. Dividing the two continuity conditions gives
\begin{equation}
g_j\frac{1-r_j}{1+r_j}=g_{j+1}\frac{1-R}{1+R}.
\end{equation}
Cross-multiplication and collection of $r_j$ yield
\begin{align}
r_j&=\frac{g_j(1+R)-g_{j+1}(1-R)}{g_j(1+R)+g_{j+1}(1-R)}
=\frac{f_j+R}{1+f_jR},\\
f_j&=\frac{g_j-g_{j+1}}{g_j+g_{j+1}} .
\label{recursion}
\end{align}
The recursion starts with $r=0$ in the semi-infinite substrate and ends in vacuum.

At normal incidence the magnetic-field $f_j$ is minus the electric-field $f_j$. Reversing every $f_j$ reverses $r$, so $r_p=-r_H$ is the sign choice that makes $r_p=r_s$ there. If the s direction, perpendicular to the plane of incidence, has azimuth $\psi$, rotating $\operatorname{diag}(r_s,r_p)$ into fixed, unfolded transverse axes gives
\begin{equation}
J=\frac{r_s+r_p}{2}\,I+\frac{r_s-r_p}{2}
\begin{pmatrix}\cos2\psi&\sin2\psi\\ \sin2\psi&-\cos2\psi\end{pmatrix}.
\end{equation}
The scalar calculation keeps $r=(r_s+r_p)/2$, the part independent of $\psi$. The second part is sized below.

\section{Effective reflecting depth}

Equation \eqref{wave} contains the angle only through $q$. Take unit incident amplitude, keep $k$ and $\varepsilon$ fixed, and write $w=\partial u/\partial q$. Differentiation gives $w''+(q^2+k^2\chi)w=-2qu$, hence
\begin{equation}
(uw'-u'w)'=uw''-u''w=-2qu^2 .
\end{equation}
In an absorbing substrate the fields vanish at infinity, so integration gives $(uw'-u'w)_{z=0}=2q\int_0^\infty u^2dz$. At the surface $u=1+r$, $u'=iq(1-r)$, $w=r_q$ and $w'=i(1-r)-iqr_q$, where $r_q=dr/dq$. Therefore
\begin{align}
i(1-r^2)-2iqr_q&=2q\int_0^\infty u^2dz,\\
r_q&=\frac{1-r^2}{2q}+i\int_0^\infty u^2dz .
\label{depth}
\end{align}
Define $h=\tfrac12d\phi/dq=\tfrac12\operatorname{Im}(r_q/r)$. A perfect reflector at depth $h$ in vacuum has $r=-e^{2iqh}$ and $u=2ie^{iqh}\sin[q(z-h)]$ above it. The two terms of $r_q/r$ are then $i\sin(2qh)/q$ and $2ih-i\sin(2qh)/q$. Their sum is $2ih$, as the name requires.

For constant $h$ the phase is $2kh\mu$. Expanding \eqref{map},
\begin{equation}
\mu=\mu_0-asx-\tfrac12\mu_0a^2\rho^2-\tfrac18\mu_0a^4\rho^4+O(a^6),
\label{expand}
\end{equation}
so the tilt coefficient is $-2khas$ and the leading defocus coefficient is $-kh\mu_0a^2$. With uniform weight $t=\rho^2$ is uniform on $[0,1]$. Removing $1$ and $t$ from $t^2$ leaves $t^2-t+1/6$, whose rms is $1/(6\sqrt5)$. The leftover rms is thus $2kh\mu_0a^4/(48\sqrt5)$ at leading order. This leftover comes only from writing defocus as $\rho^2$: by \eqref{map}, $2kh\mu$ is a combination of $x$ and $\sqrt{1-a^2\rho^2}$, so tilt and a true refocus remove a displaced plane exactly. Variation of $h$ with angle supplies almost all of the residual in the example below.

\section{Leading aberrations}

Let $\phi_n$ be the $n$th derivative of $\phi$ with respect to $\mu$ at $\mu_0$. Inserting \eqref{expand} in the Taylor series, the quadratic term begins with $\tfrac12\phi_2a^2s^2x^2$. Since $x^2=\tfrac12\rho^2+\tfrac12(x^2-y^2)$, half of it is defocus and the rest is astigmatism:
\begin{equation}
\phi_{\rm ast}=\tfrac14\phi_2a^2s^2(x^2-y^2),\quad
\sigma_{\rm ast}=\frac{|\phi_2|a^2s^2}{4\sqrt6},
\label{ast}
\end{equation}
because the uniform-disc mean of $(x^2-y^2)^2$ is $1/6$. The next terms used in the example are
\begin{equation}
\tfrac12\phi_2a^3s\mu_0\,x\rho^2
-\tfrac16\phi_3a^3s^3x^3
-\tfrac14\phi_3a^4s^2\mu_0\,x^2\rho^2 .
\label{next}
\end{equation}
With pupil azimuth $\beta$, $x^3=\tfrac34x\rho^2+\tfrac14\rho^3\cos3\beta$, so the middle term contains coma and trefoil. The last contains astigmatism. Equation \eqref{ast} requires $\phi_2\neq0$ and a cone narrow enough that \eqref{next} and the omitted terms, including $-\tfrac18\phi_1\mu_0a^4\rho^4$, are small beside it. Near an inflection of $\phi(\mu)$, where $\phi_2$ is small, that condition is severe. The inflection need not lie at the reflectivity peak: in the example below $\phi_2$ changes sign near $10.5^\circ$, about two degrees below the peak.

\section{The weighted fit}

For uniform illumination the image-centre field is a sum of pupil amplitudes. Let $p_n$ be area times $|r|$ at node $n$, normalized to unit sum, and let $\psi_n$ be the phase left after correction, with weighted mean zero. Then
\begin{equation}
S=\left|\sum_np_ne^{i\psi_n}\right|^2
=1-\sum_np_n\psi_n^2+O(\psi^4).
\end{equation}
The third-order term in the sum is imaginary and enters $S$ only at sixth order. Here $S$ is the peak relative to the same amplitudes with no phase error. To second order, maximizing it means minimizing the variance weighted by amplitude, not intensity.

Let the columns of $B$ be $1,x,y,\rho^2$, let $\Omega=\operatorname{diag}(p_n)$, and let $b$ be the coefficient vector. Setting the derivative of $(\phi-Bb)^T\Omega(\phi-Bb)$ to zero gives
\begin{equation}
B^T\Omega Bb=B^T\Omega\phi .
\end{equation}
The terms must be fitted jointly: even for uniform weight, $1$ and $\rho^2$ are not orthogonal, since the mean of $\rho^2$ is $1/2$.

\section{Implementation}

\begin{verbatim}
input: layers, k, theta0, a, disc nodes, areas
for each node:
    mu = mu0*sqrt(1-a^2*rho^2) - a*s*x
    for pol in {s,p}:
        r = 0
        for interfaces from bottom to top:
            R = r*exp(2i*q_below*d_below)
            r = (f+R)/(1+f*R)
    r_scalar = (r_s-r_H)/2
sort nodes by mu; unwrap arg(r_scalar)
p = area*|r_scalar|; normalize p
solve sqrt(p)*B*b = sqrt(p)*phi by QR or SVD
residual = phi-B*b
rms = sqrt(sum(p*residual^2)); W_rms = rms/k
\end{verbatim}

For $M$ nodes and $N$ layers the recursion costs $O(MN)$, sorting $O(M\log M)$, and the four-column fit $O(M)$. As $\phi$ depends on $\mu$ alone, a one-dimensional table can replace the recursion at every node.

With $\operatorname{Im}q_j\ge0$ the exponentials in the recursion do not grow. Solving the scaled rectangular system avoids squaring its condition number, as the normal matrix would. The main failure modes are these:
\begin{itemize}
\item Mixed sign conventions, such as $\operatorname{Im}\varepsilon<0$ with $e^{-i\omega t}$, turn absorption into gain. Using $r_H$ as $r_p$ nearly cancels the scalar coefficient near normal incidence.
\item Unwrapping fails if the phase changes by more than $\pi$ between neighbours in $\mu$. At a zero of $r$ the phase is undefined and a complex-field calculation is needed.
\item For large residuals least squares need not maximize $S$; the peak must then be optimized directly.
\item Other mirrors and nonuniform illumination change the pupil amplitude, and hence the weights.
\end{itemize}

\section{A molybdenum--silicon example}

The coating has 40 pairs of $4.3$ nm Si over $2.8$ nm Mo on a silicon substrate. The wavelength is $13.5$ nm (photon energy $91.84$ eV), so $k=0.46542$ nm$^{-1}$. With $n=1-\delta+i\beta$, rough typical constants are $(\delta,\beta)=(0.001,0.0018)$ for Si and $(0.076,0.0064)$ for Mo. The cone has $\theta_0=10^\circ$ and $\alpha=4^\circ$, hence $a=0.069756$ and incidence from $6^\circ$ to $14^\circ$. At $6,8,10,12,14^\circ$ the phases relative to $10^\circ$ are $0.48959,0.26839,0,-0.32322,-0.73304$ rad. The unpolarized reflectivity is $0.61$ at $6^\circ$ and $0.71$ at $12^\circ$.

At $10^\circ$, direct integration of the field equations and the recursion agree within $3\times10^{-10}$ in $r$ for both polarizations. For s polarization, \eqref{depth} and a finite difference of the phase both give $h=50.636$ nm. A plane at this depth leaves $1.03\times10^{-5}$ rad after a uniform-weight fit; the formula gives $1.02\times10^{-5}$ rad. For $a=0.001$ at $13^\circ$, the fitted residual and \eqref{ast} both give $4.425\times10^{-6}$ rad.

In the full cone the rms with only piston removed is $0.300$ rad. The fit gives tilt $-0.597$ rad and defocus $-0.119$ rad, against $-0.571$ and $-0.113$ rad from the s-polarization depth. The remaining rms is
\begin{equation}
\sigma=0.00340\ {\rm rad},\qquad
W_{\rm rms}=\frac{0.00340}{0.46542}\ {\rm nm}=0.0073\ {\rm nm}.
\end{equation}
The relative peak rises from $0.913$ to $0.999988$, which equals $e^{-\sigma^2}$ to the digits shown.

Amplitude and intensity weighting differ by only $4\times10^{-5}$ rad in tilt and $1\times10^{-4}$ rad in defocus, so the choice has little practical effect here. It is still resolvable: with the phase scaled by $0.3$ to suppress higher orders, direct maximization of the peak over $x$ tilt and defocus lands on the amplitude-weighted fit within $0.1\%$ of that difference.

The residual is not the astigmatism that \eqref{ast} suggests. With $\phi_2=134$ rad that formula gives a coefficient $+0.0049$ rad and an rms of $0.0020$ rad, yet a fit with astigmatism and coma added gives an astigmatism coefficient of $-0.0009$ rad. The phase table explains the reversal. Its third divided differences in $\mu$ are about $1.48\times10^4$ and $1.52\times10^4$; multiplying their mean by $3!$ gives $\phi_3\approx9.0\times10^4$ rad, an average over the cone, about a tenth above the value at the chief angle. The last term of \eqref{next} is then $-0.0158x^2\rho^2$. Half of its angular content is $\rho^4\cos2\beta$, and the uniform-disc projection of $\rho^4$ on $\rho^2$ in this harmonic is $(1/4)/(1/3)=3/4$. The contribution is $-0.0059$ rad, and the sum is about $-0.0010$ rad. Because the two parts nearly cancel, this estimate gives only the sign and rough size of the result. With the chief-angle value $\phi_3=8.2\times10^4$ rad the sum is $-0.0005$ rad, and the fourth- and fifth-derivative terms add about $+0.0004$ and $-0.0006$ rad.

The first two terms of \eqref{next} give $(0.0039-0.0200)x\rho^2$. Since $x\rho^2=\tfrac13(3\rho^2-2)x+\tfrac23x$, the estimated coma coefficient is $-0.0054$ rad; the fit gives $-0.0065$ rad. Most of the difference comes from the omitted term $-\tfrac18\phi_3a^5s\mu_0^2x\rho^4$, which adds about $-0.001$ rad of coma. The trefoil amplitude is $\phi_3a^3s^3/24=0.0067$ rad. Its rms is this divided by $\sqrt8$, or $0.0051$ nm in path, close to the $0.0054$ nm left after astigmatism and coma are removed. The residual is therefore mainly coma and trefoil, both driven here by the third derivative of the phase.

\section{Shared settings and real mirrors}

At chief angles $9,10,11^\circ$, with separate tilt and defocus at each field point, the combined rms is $0.012$ nm. One shared tilt and defocus, with separate pistons, leaves $0.057$ nm. Most of this is differential tilt. With $h$ held fixed, a one-degree change alters the tilt by about $2kha\,\Delta s=47.13(0.06976)(0.0172)=0.057$ rad. As $x$ has rms $1/2$ and two of three points are displaced, this gives $\sqrt{2/3}\,(0.057/2)/k\approx0.050$ nm. The fitted tilts change by $0.058$ and $0.069$ rad per degree, since $h$ is not fixed. A separate tilt at each field point, with shared defocus, lowers the rms to $0.013$ nm.

The materials, layer count and roughly $7$ nm period are those of a normal EUV coating; the angular range is a rough representative choice. The reflectivity peaks near $12.6^\circ$, above the chief angle. The small residual of this stack should not be taken as typical: a $1\%$ wavelength change in either direction raises it more than threefold, and a chief angle of $11^\circ$ gives $0.018$ nm. It also depends on the stack: 30, 50 and 60 pairs give $0.0057$, $0.0080$ and $0.0083$ nm. Changing $\delta$ to $0.0775$ for Mo or to $0.0005$ for Si gives $0.0077$ or $0.0070$ nm, so the second digit is not a property of real Mo/Si. Real interfaces are mixed, and many coatings have a cap. A $1$ nm mixed layer at each interface, with the mean permittivity of Si and Mo, changes the refitted rms from $0.0073$ to $0.0087$ nm (about $0.010$ nm with silicide-like constants $(0.031,0.0045)$); a $2.5$ nm ruthenium cap, with rough constants $(0.114,0.017)$, changes it to $0.0082$ nm. The phase is always referred to the outer surface, which is held in place when the coating changes; growth on a fixed substrate would move it, and the resulting change of tilt and defocus can add to or offset that of the coating. If tilt and defocus stay at their nominal path values and only piston is readjusted, the errors are $0.060$ and $0.088$ nm. A $0.5\%$ thicker period gives $0.014$ nm refitted and $0.022$ nm frozen. Curvature, lateral grading and roughness are not included.

The calculation also assumes a single wavelength. At fixed optical constants $\phi$ depends on the products $kd_j$, so a slightly shorter wavelength acts on it like an equal fractional increase of all thicknesses. Wavelengths $1\%$ shorter and longer leave $0.027$ and $0.037$ nm after refitting, or $0.057$ and $0.072$ nm with frozen compensation. Optical constants were held fixed, so these are sensitivities, not a broadband image calculation.

Polarization also exceeds the scalar residual. The largest s--p phase difference in the pupil is $0.081$ rad, and the largest ratio $|r_s-r_p|/|r_s+r_p|$ is $0.045$, or $0.0020$ in intensity. The scalar peak loss after fitting is only $1.2\times10^{-5}$. The maximum ratio is not itself an image loss, since a polarization change common to the whole pupil need not blur the image. With the full matrix $J$, light polarized linearly along the chief-ray s or p direction loses about $1.3\times10^{-4}$ or $1.6\times10^{-4}$ of the peak at the scalar settings, and $3\times10^{-5}$ or $5\times10^{-5}$ when tilt and defocus are refitted for that polarization. A peak prediction at the $10^{-5}$ level therefore requires $J$.

Finally, stationary phase gives a lateral beam shift $-d\phi/d(k\sin\theta)=2h\tan\theta$, since $dq/d(k\sin\theta)=-\tan\theta$. At the chief angle it is $18$ nm for s polarization, and it changes over the cone. The local plane-wave model requires the coating and the illumination to vary little over this distance and over the wider lateral spread of light returning from deep layers.

\section*{Computed values}
\begin{verbatim}
wavelength 13.50 nm; photon energy 91.840 eV
Si 4.3 nm, Mo 2.8 nm, pairs 40
Si: delta 0.0010, beta 0.0018
Mo: delta 0.0760, beta 0.0064
Ru: delta 0.1140, beta 0.0170
chief angle 10.0 deg, half-angle 4.0 deg
cone sine a 0.069756; wavenumber 0.465421 1/nm
angle deg, unpolarized reflectivity, relative phase rad
  6.0 0.61183 +0.48959
  8.0 0.65730 +0.26839
 10.0 0.69329 +0.00000
 12.0 0.71388 -0.32322
 14.0 0.70327 -0.73304
recursion vs field integration, max error 2.7e-10
effective depth, field integral 50.63586 nm
effective depth, phase slope 50.63586 nm
displaced-plane leftover 1.028e-05 rad
displaced-plane formula 1.024e-05 rad
narrow cone: a 0.0010, angle 13.0 deg
narrow-cone residual 4.42522e-06 rad
narrow-cone formula 4.42466e-06 rad
phase curvature at chief angle 134.232 rad
leading estimate at full cone 0.002010 rad
raw rms, piston removed 0.299912 rad
x tilt coefficient -0.597417 rad
x tilt from depth -0.570938 rad
defocus coefficient -0.118576 rad
defocus from depth -0.112934 rad
uncorrectable rms 0.003402 rad = 0.007309 nm
peak-to-valley residual 0.059019 nm on grid
relative image peak: raw 0.913400, fitted 0.999988
exp(-rms^2) 0.999988
amplitude minus intensity fit: tilt -4.090e-05 rad
amplitude minus intensity fit: defocus +9.586e-05 rad
direct-peak mismatch / weighting shift 9.37e-04
added astigmatism coefficient -0.000875 rad
added coma coefficient -0.006477 rad
rms after astigmatism and coma 0.005358 nm
field angles 9, 10, 11 deg
field rms, own settings 0.012002 nm
field rms, shared settings 0.057059 nm
mixed layer 1.0 nm; Ru cap 2.5 nm
changed model: refitted rms nm, frozen-compensation rms nm
mixed interfaces: 0.008693, 0.060428
Ru cap: 0.008159, 0.088251
wavelength -1%: 0.026713, 0.056677
wavelength +1%: 0.037457, 0.071976
period +0.5%: 0.013780, 0.021835
largest s-p phase difference 0.080730 rad
largest polarization amplitude ratio 0.044622
lateral beam shift 17.8569 nm
\end{verbatim}
